# Why X-ray linear dichroism shows hafnia's polar axis but not its sign

Place one oxygen atom at the origin and one hafnium atom on the $z$ axis, either above the oxygen ($s=+1$) or below it ($s=-1$). These two arrangements are inversion images of each other and have opposite dipoles. Keep two valence orbitals, oxygen $2p_z$ at energy $0$ and hafnium $5d_{z^2}$ at energy $\Delta>0$. The $p_z$ orbital is odd along the bond, so its coupling to the $d$ orbital changes sign with the side on which hafnium sits:

$$
H_s=\begin{pmatrix}0&sV\\ sV&\Delta\end{pmatrix},\qquad
E=\tfrac12\left(\Delta+\sqrt{\Delta^2+4V^2}\right).
$$

Here $E$ is the upper level, taken to be empty. The first row of $H_s c=Ec$ gives $c_p=sVc_d/E$, and normalization then gives $c_p^2=V^2/(E^2+V^2)$.

An X-ray photon with real polarization $\mathbf e$, at angle $\theta$ to $z$, lifts an oxygen $1s$ electron into this level. The core orbital is compact, so I keep only the amplitude on oxygen. This neglects the tail of the hafnium orbital at the oxygen core. The tail can change the strength noticeably, but its amplitude also reverses with $s$ and needs polarization along the bond, so the conclusions below are unaffected. With $D=\langle p_z|z|1s\rangle$ the dipole amplitude is $Dc_p\cos\theta$, and the absorption strength is

$$
|Dc_p\cos\theta|^2=\frac{D^2V^2}{E^2+V^2}\cos^2\theta .
$$

The factor $\cos^2\theta$ reveals the bond axis. The sign $s$, which tells the two dipoles apart, has been squared away. Within this on-site approximation the transition disappears without hybridization, $V\to0$.

## From one bond to a crystal

Hartree atomic units are used in the formulas. Let $\mathbf r$ be the sum of the electron positions, and let $i,f$ label initial and final states. Apart from a common constant, Fermi's golden rule gives the electric-dipole absorption

$$
\sigma(\mathbf e)=\sum_{ab}e_a^*T_{ab}e_b,\qquad
T_{ab}=\omega\sum_{i,f}\langle f|r_a|i\rangle^*\langle f|r_b|i\rangle\,
\delta(\omega-E_f+E_i).
$$

The sum includes all sites and spin states, with equal weights for degenerate initial states.

Let $I$ be inversion. If it turns the crystal with polarization $\mathbf P$ into the one with $-\mathbf P$, then $H_{-P}=IH_PI^{-1}$. The states of the second crystal are $I|i\rangle$ and $I|f\rangle$, at unchanged energies. Since $I^{-1}\mathbf rI=-\mathbf r$,

$$
\langle If|r_a|Ii\rangle=-\langle f|r_a|i\rangle .
$$

Two such amplitudes occur in each term of $T_{ab}$, so their signs cancel:

$$
T(-\mathbf P)=T(\mathbf P).
$$

This step does not need time reversal. It therefore also covers a magnetic crystal if inversion leaves the magnetic pattern unchanged, as it does for uniform magnetization. Some antiferromagnetic patterns are reversed by inversion. Two states with opposite $\mathbf P$ but the same such pattern are not inversion partners, and their dipole absorption of circular light can differ.

The nonmagnetic condition does something else. Time reversal $\Theta$ leaves $\mathbf r$ unchanged and is antiunitary, so $\langle\Theta f|r_a|\Theta i\rangle=\langle f|r_a|i\rangle^*$. Summing over the time-reversed partners instead of the original states turns $T_{ab}$ into $T_{ba}$. Hence $T$ is symmetric. It is also Hermitian by construction, and therefore real. This holds with spin-orbit coupling.

The ferroelectric orthorhombic phase has point group $mm2$, with the polar axis along $z$. The mirror $x\to-x$ requires $T_{xy}=-T_{xy}=0$ and $T_{xz}=0$; the mirror $y\to-y$ requires $T_{yz}=0$. Thus $T=\mathrm{diag}(T_{xx},T_{yy},T_{zz})$, and the polar axis is a principal axis. Symmetry does not say which of the three it is. A reference spectrum must supply that label, and $T_{zz}$ must differ from the other two principal values.

Turn a domain by $\theta$ about $x$ while the photon polarization $\mathbf e$ stays along laboratory $z$. The components of $\mathbf e$ along the domain's $z$ and $y$ axes have magnitudes $|\cos\theta|$ and $|\sin\theta|$, so

$$
\sigma(\theta)=T_{zz}\cos^2\theta+T_{yy}\sin^2\theta .
$$

A half-turn reverses $\mathbf P$ and restores the signal. The measurement finds a line without an arrowhead.

## How displacement produces the anisotropy

The one-bond model extends to a crystal by giving each oxygen four hafnium neighbours at the corners of a tetrahedron. Each site's Hamiltonian contains oxygen $2p$ and a weak oxygen $3d$ shell, hafnium $5d$ orbitals with a cubic splitting and spin-orbit coupling, and distance-dependent couplings. Diagonalizing it gives the empty states and their oxygen amplitudes. The two oxygen sublattices, A and B, have mutually inverted tetrahedra. All oxygens move by $u$ along $z$.

A single site behaves differently from the crystal. A half-turn about $x$ maps the undisplaced tetrahedron onto itself, reverses $u$, and changes the sign of $y$. Therefore

$$
T^A_{aa}(-u)=T^A_{aa}(u),\qquad T^A_{xy}(-u)=-T^A_{xy}(u).
$$

The off-diagonal response can begin linearly in $u$ and does carry its sign. Inversion, however, relates the sublattices by $T^B(u)=T^A(-u)$. In the crystal average $(T^A+T^B)/2$ the $xy$ terms cancel and the even diagonal terms remain. If the parent is cubic, its tensor is isotropic at $u=0$, and the dichroism starts as $u^2$.

Calculations with $u=0.0005$ and $0.001$ nm in a cubic cell test both laws. Doubling $u$ multiplies the site's $xy$ spectrum by 2.000 and the crystal dichroism by 3.999. The quadratic law is a small-$u$ limit: from $0.01$ to $0.02$ nm the factor is only 3.6. At $u=0.02$ nm in the strained cell, reversing $u$ changes the tensor of one site by up to 141% of the crystal's isotropic absorption peak. Since the diagonal terms are even, this is $2|T^A_{xy}|$, which is why it can exceed 100%. For the whole crystal the change is $3.5\times10^{-14}$ of that peak, which is numerical rounding.

The same symmetry shows why dichroism does not prove polarity. Suppose half the oxygens of each sublattice move up and half move down. The net polarization vanishes, but every site keeps the same diagonal tensor. In this independent-site model the antipolar crystal has the same linear dichroism as the polar one.

## Reading an axis from intensities

The example uses rough hafnia-like values: cell lengths $0.52$, $0.50$ and $0.51$ nm, eight oxygens per cell, and an effective charge of magnitude $2.5e$. The polarization is

$$
P=\frac{8(2.5e)(0.02\ \mathrm{nm})}{0.52\times0.50\times0.51\ \mathrm{nm}^3}
=48.3\ \mu\mathrm{C/cm^2}.
$$

Define the contrast as $T_{zz}-(T_{xx}+T_{yy})/2$. With a Lorentzian line half-width of 0.3 eV, its largest magnitude in the computed range, 528 to 542 eV, is 37.4% of the isotropic peak. In a cubic cell with the same $u$ it is 37.0%, so here the displacement dominates. With $u=0$ in the strained cell it is 0.52%. This last number is small for a special reason: to first order, strain enters this contrast through $\epsilon_z-(\epsilon_x+\epsilon_y)/2$, and this vanishes because $0.51$ is the mean of $0.52$ and $0.50$. It does not bound the dichroism of nonpolar hafnia: exchanging the $y$ and $z$ cell lengths raises it to 11%. The line width matters too. For the polar strained cell, the 37.4% becomes 76% at a half-width of 0.15 eV and 18% at 0.6 eV. These peaks are read on a 0.05 eV energy grid; on a grid ten times finer the 37.4% rises by about 0.3 points and the 76% becomes 79%.

At 536.05 eV, chosen because the three principal values are well separated there, they are $1.262$, $1.065$ and $0.673$ along $x,y,z$, relative to their mean. Now tilt the polar axis by $35^\circ$ from laboratory $z$, at azimuth $20^\circ$, keeping the domain's $y$ axis in the laboratory $xy$ plane. The intensities for $\mathbf e$ along laboratory $x,y,z$ are $1.0679$, $1.0652$ and $0.8670$. Along the diagonals $(x+y)/\sqrt2$, $(y+z)/\sqrt2$ and $(z+x)/\sqrt2$ they are $1.0676$, $0.8715$ and $0.7075$.

For a real symmetric tensor, $\sigma[(x+y)/\sqrt2]=(T_{xx}+T_{yy})/2+T_{xy}$, and similarly for the other pairs. Hence

$$
\begin{aligned}
T_{xy}&=1.0676-\tfrac12(1.0679+1.0652)\approx0.001,\\
T_{yz}&=0.8715-\tfrac12(1.0652+0.8670)\approx-0.095,\\
T_{zx}&=0.7075-\tfrac12(0.8670+1.0679)\approx-0.260.
\end{aligned}
$$

The eigenvector belonging to $0.673$ is $\pm(0.539,0.196,0.819)$, whose tilt is $\arccos0.819=35^\circ$. Reversing $u$ gives the same six intensities to the digits shown.

The accuracy depends on contrast. Differentiating $\sigma(\theta)$ gives $(T_{yy}-T_{zz})\sin2\theta$. If the principal values are known and only $\theta$ is sought, an intensity error of 1% of the mean at $45^\circ$ therefore causes an angular error of $0.01/(1.0648-0.6733)=0.0255$ rad, or $1.5^\circ$. Near $0^\circ$ and $90^\circ$ the slope vanishes and this linear estimate fails.

## What happens beyond the dipole approximation

The photon's spatial phase could in principle reveal the sign, because it lets odd and even final-state amplitudes interfere. For one absorbed photon with wave vector $\mathbf k$, the orbital interaction is a sum over electrons of $V(\mathbf k,\mathbf e)=e^{i\mathbf k\cdot\mathbf r}\,\mathbf e\cdot\mathbf p$. Inversion reverses $\mathbf r$ and $\mathbf p$. Time reversal reverses $\mathbf p$ and conjugates complex numbers. Thus

$$
IV(\mathbf k,\mathbf e)I^{-1}=-V(-\mathbf k,\mathbf e),\qquad
\Theta V(\mathbf k,\mathbf e)\Theta^{-1}=-V(-\mathbf k,\mathbf e^*).
$$

The spin-magnetic interaction, proportional to $i\boldsymbol\sigma\cdot(\mathbf k\times\mathbf e)e^{i\mathbf k\cdot\mathbf r}$, obeys the same two relations. The overall minus signs disappear on squaring. In a nonmagnetic crystal,

$$
\sigma_P(\mathbf k,\mathbf e)=\sigma_{-P}(-\mathbf k,\mathbf e)
=\sigma_{-P}(\mathbf k,\mathbf e^*).
$$

Linear polarization can be written with real $\mathbf e$, so it remains blind to the sign with the full plane-wave phase. For circular light, $\mathbf e^*$ has the opposite handedness, and reversing $\mathbf P$ reverses any circular difference.

In the model, the circular difference for $\mathbf k$ along the Cartesian direction $[110]$, that is $(x+y)/\sqrt2$, peaks at 14 parts per million (ppm) of the isotropic peak and changes sign with $u$. This uses the length form of the light operator, written with $\mathbf r$; the velocity form, written with $\mathbf p$, gives 16 ppm because the model orbitals are approximate. It vanishes for $\mathbf k$ along the polar axis, where a crystal mirror containing $\mathbf k$ exchanges the two handednesses. The weakness follows partly from the compact core. The dipole and quadrupole core integrals are $D=0.0532$ and $Q=0.00126$, and $k=0.143$ at 532 eV, so the relative quadrupole amplitude is of order $kQ/(2D)\approx0.0017$ even before the limited $3d$ share of the final states is counted. Symmetry suppresses it further in this model. A uniform oxygen shift in a cubic cell gives point group $4mm$, where this circular difference vanishes, so the 14 ppm exists only through the difference between the $x$ and $y$ cell lengths and halves when that difference is halved. A single site gives about 220 ppm for $\mathbf k$ along $x$, which cancels between the sublattices. The value also depends on the assumed oxygen $3d$ level: 28 ppm at 15 eV and 7 ppm at 40 eV, against 14 ppm at the 25 eV used. The real polar phase need not lie this close to $4mm$, so 14 ppm is not an estimate for hafnia.

Magnetic order removes the time-reversal relation. Take a model magnetic term $b(L_x+\sigma_x)$ on hafnium with $b=0.2$ eV, where $L_x$ is the orbital angular momentum in units of $\hbar$. It acts on the orbital motion as well as the spin, unlike a pure exchange field. With $\mathbf k$ along $y$ and $\mathbf e$ along $z$, linear absorption then differs between $\pm\mathbf P$ by up to 142 ppm of the nonmagnetic isotropic peak. This is a control calculation; the hafnia considered here is nonmagnetic.

## When a real film seems to show the sign

The theorem compares true inversion partners. A fixed field $F$ breaks that relation, because it enlarges one polar state and reduces the other. For susceptibility $\chi=25$ and $F=1$ MV/cm, assigning the whole response to oxygen motion gives

$$
\delta u=u\,\frac{\epsilon_0\chi F}{P}
=0.02\ \mathrm{nm}\times\frac{2.2}{48.3}\approx0.0009\ \mathrm{nm},
$$

with both polarizations in $\mu\mathrm{C/cm^2}$. The displacements are then about $+0.0209$ and $-0.0191$ nm. Their $T_{zz}$ spectra differ by up to 1.6% of the isotropic peak, their $T_{xx}$ and $T_{yy}$ spectra by up to 6.4% and 5.7%, and the contrast by up to 6.4%. Reversing the field together with $\mathbf P$ removes the difference. Unequal electrodes or trapped charge can break the partnership in a similar way, so a contrast after switching is not by itself a dipole measurement of the sign.

These numbers are not a predicted hafnia spectrum. The polarization is near the rough value expected for a single domain, whereas polycrystalline films often switch less. In the real polar phase the oxygens move unequally, while here all move together. The field is comparable to rough coercive fields of hafnia films, so the opposed state might switch; a smaller field gives a proportionally smaller false contrast at leading order. With the other settings fixed, the 37% dichroism becomes 43% without spin-orbit coupling, 32% with a 2 eV core-hole attraction, and 34% with a rough room-temperature oxygen motion of 0.006 nm rms per direction.

Domain texture can matter more. Mixing $\pm\mathbf P$ domains changes nothing, since their tensors are equal. Now let a fraction $p$ have the original orientation and divide the rest equally between the two cyclic permutations of its axes. The three tensors add to $3\bar T\,\mathbf 1$, where $\bar T$ is the mean principal value, so the average is

$$
pT+\tfrac{1-p}{2}(3\bar T\,\mathbf 1-T)
=\tfrac{3p-1}{2}T+\tfrac{3(1-p)}{2}\bar T\,\mathbf 1 .
$$

The contrast is multiplied by $(3p-1)/2$. At $p=1/2$ the model's 37% falls to about 9%; at $p=1/3$ it vanishes, although every domain is still polar. The program and its output give the remaining model parameters.

## Calculated quantities

```
INPUTS (rough hafnia-like model)
cell a, b, c: 0.52 0.5 0.51 nm; cubic comparison: 0.51 nm
oxygen displacement: 0.02 nm; effective charge: 2.5 e
polarization: 48.3 uC/cm2
Hf eg level, t2g-eg splitting, O 3d level: 7.0 3.0 25.0 eV
p-d sigma, pi: -2.0 1.0 eV; d-d sigma, pi, delta: -1.0 0.5 -0.1 eV
reference bond: 0.22 nm; spin-orbit: 0.3 eV
O 1s level: -525.0 eV; line half-width: 0.3 eV
Slater exponents 1s, 2p, 3d: 7.7 2.25 1.0 1/bohr
DIPOLE RESULT
largest +P/-P tensor difference / isotropic peak: 3.5e-14
same difference for one oxygen site: 140.68 %
doubling small u: site xy signal x 2.000
doubling small u: crystal dichroism x 3.999
peak dichroism, polar strained cell: 37.39 % of isotropic peak
peak dichroism, nonpolar strained cell: 0.52 %
peak dichroism, polar cubic-metric cell: 36.99 %
AXIS READOUT
photon energy used: 536.05 eV
principal absorptions x, y, z / isotropic: 1.2619 1.0648 0.6733
input tilt and azimuth: 35.0 20.0 degrees
recovered tilt: 35.0000 degrees
six intensities, +P / isotropic: 1.0679 1.0652 0.867 1.0676 0.8715 0.7075
six intensities, -P / isotropic: 1.0679 1.0652 0.867 1.0676 0.8715 0.7075
domain turned 0 degrees, signal / isotropic: 0.6733
domain turned 30 degrees, signal / isotropic: 0.7712
domain turned 60 degrees, signal / isotropic: 0.9669
domain turned 90 degrees, signal / isotropic: 1.0648
domain turned 180 degrees, signal / isotropic: 0.6733
angle error at 45 degrees for 1% intensity error: 1.46 degrees
BEYOND DIPOLE AND MAGNETIC CONTROLS
photon wave vector at 532 eV: 0.1427 1/bohr
dipole and quadrupole core integrals: 0.05324 bohr, 0.001256 bohr^2
linear +P/-P difference, full phase, k=2/bohr: 3.4e-15
circular difference, k along [110], peak: 13.8004 ppm
magnetic exchange parameter: 0.2 eV
magnetic antisymmetric dipole part: 40.680 %
magnetic linear +P/-P difference: 142.2535 ppm
SIZE OF OTHER EFFECTS
peak dichroism without spin-orbit: 42.91 %
peak dichroism with 2 eV core-hole attraction: 32.35 %
peak dichroism with 0.006 nm thermal rms: 34.08 %
fixed field: 1.0 MV/cm; susceptibility: 25.0
field-induced oxygen displacement: 0.000916 nm
false +P/-P contrast in fixed field: 1.633 %
```
